# The Korringa Law for Contact Scattering of Independent Electrons: a numerical check

```python
# Result under test: the Korringa law for independent electrons with contact coupling,
#     T1 * T * K^2 = hbar / (4 pi kB) * (gamma_e / gamma_n)^2
# T1: nuclear spin-lattice relaxation time, T: temperature,
# K: contact field at the nucleus divided by the applied field B0,
# gamma_e, gamma_n: magnitudes of gyromagnetic ratios in rad/(s T).
# The coupling is A I.S delta(r), A = (2 mu0/3) gamma_e gamma_n hbar^2.
# The local density of states n is per spin, per energy and per volume.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, expm
from scipy.special import expit

pi = np.pi
hbar, kB, mu0 = const.hbar, const.k, const.mu_0
eV, mass = const.e, const.m_e
gamma_e = const.physical_constants["electron gyromag. ratio"][0]

# --- Contact field: sum current loops of a magnetization M(r) along z, M(0) = 1
nodes, weights = np.polynomial.legendre.leggauss(80)
radius, w_radius = 6 * (nodes + 1), 6 * weights
theta, w_theta = pi / 2 * (nodes + 1), pi / 2 * weights
R, TH = np.meshgrid(radius, theta, indexing="ij")
S_CYL, Z_CYL = R * np.sin(TH), R * np.cos(TH)


def magnetization(s, z):
    return np.exp(-2 * np.sqrt(s**2 + z**2))


step = 1e-5
current = -(magnetization(S_CYL + step, Z_CYL)
            - magnetization(S_CYL - step, Z_CYL)) / (2 * step)
loop_field = current * S_CYL**2 / (2 * R**3)
contact_factor = np.einsum("i,j,ij->", w_radius, w_theta, loop_field * R)
assert abs(contact_factor - 2 / 3) < 1e-4

# --- Finite chain, units hopping = hbar = kB = 1, nucleus at the central site
sites, site_energy, mu, temp, coupling = 1601, 0.8, 0.5, 0.05, 0.01
onsite = np.zeros(sites)
onsite[sites // 2] = site_energy
levels, vectors = eigh_tridiagonal(onsite, -np.ones(sites - 1))
contact_weight = vectors[sites // 2]**2


def fermi(energy):
    return expit(-(energy - mu) / temp)


def chain_relaxation_rate(zeeman, t_start=150.0, t_end=300.0):
    """Sum of both flip rates from the growth of first-order probabilities."""
    total = 0.0
    for spin in (1, -1):
        initial = levels + spin * zeeman / 2
        final = levels - spin * zeeman / 2
        filled = contact_weight * fermi(initial)
        empty = contact_weight * (1 - fermi(final))
        gap = final[None, :] - initial[:, None]
        prob = []
        for t in (t_start, t_end):
            kernel = (t * np.sinc(gap * t / (2 * pi)))**2
            prob.append((coupling / 2)**2 * (filled @ kernel @ empty))
        total += (prob[1] - prob[0]) / (t_end - t_start)
    return total


band = np.sqrt(4 - mu**2)
chain_dos = band / (pi * (band**2 + site_energy**2))  # infinite-chain Green function
rate_formula = pi * coupling**2 * chain_dos**2 * temp
rate_chain = chain_relaxation_rate(0.0)
rate_chain_zeeman = chain_relaxation_rate(2 * temp)
assert abs(rate_chain / rate_formula - 1) < 0.01
assert abs(rate_chain_zeeman / rate_chain - 1) < 0.01
wrong_zeeman_factor = 1 / np.tanh(1.0)  # if the electron Zeeman energy were absorbed

small_zeeman = 1e-3
spin_z = 0.5 * np.sum(contact_weight * (fermi(levels + small_zeeman / 2)
                                        - fermi(levels - small_zeeman / 2)))
shift_chain = -coupling * spin_z / small_zeeman  # K divided by gamma_e/gamma_n
shift_formula = coupling * chain_dos / 2
assert abs(shift_chain / shift_formula - 1) < 0.01
product_chain = temp * shift_chain**2 / rate_chain
assert abs(product_chain * 4 * pi - 1) < 0.01

# --- Phase-space integral over a filled initial and an empty final state
x_grid = np.linspace(-60, 60, 12001)
dx = x_grid[1] - x_grid[0]
for quantum in (-3.0, -0.5, 0.01, 1.0, 4.0):
    integral = np.sum(expit(-x_grid) * expit(x_grid + quantum)) * dx
    assert abs(integral - quantum / (1 - np.exp(-quantum))) < 1e-8

# --- Master equation for I = 3/2 with elements taken from the matrix of I.S


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return m, np.diag(m), (raising + raising.T) / 2, (raising - raising.T) / 2j


m_values, iz, ix, iy = spin_matrices(1.5)
_, sz, sx, sy = spin_matrices(0.5)
i_dot_s = np.kron(iz, sz) + np.kron(ix, sx) + np.kron(iy, sy)
generator = np.zeros((4, 4))
nuclear_x = 1e-3  # nuclear quantum over kB T
for i in range(1, 4):
    up = 2 * pi * abs(i_dot_s[2 * i - 1, 2 * i])**2 * np.exp(nuclear_x / 2)
    down = 2 * pi * abs(i_dot_s[2 * i, 2 * i - 1])**2 * np.exp(-nuclear_x / 2)
    generator[i - 1, i] += up
    generator[i, i] -= up
    generator[i, i - 1] += down
    generator[i - 1, i - 1] -= down
start = np.array([0.7, 0.05, 0.2, 0.05])
equilibrium = np.exp(nuclear_x * m_values)
equilibrium /= equilibrium.sum()
iz_eq = m_values @ equilibrium
decay_rates = []
for t in (0.1, 0.3, 0.6):
    ratio = (m_values @ expm(generator * t) @ start - iz_eq) / (m_values @ start - iz_eq)
    decay_rates.append(-np.log(ratio) / t)
assert np.allclose(decay_rates, pi, rtol=5e-3)  # limit set by the finite nuclear_x

# --- Worked example: free-electron gas with enhanced contact density, I = 1/2
fermi_energy = 5.0 * eV
enhancement = 100.0
gamma_n = 2 * pi * 10e6
field = 10.0
electron_zeeman = hbar * gamma_e * field
nuclear_quantum = hbar * gamma_n * field
A = (2 * mu0 / 3) * gamma_e * gamma_n * hbar**2


def spin_density(kinetic):
    return (2 * mass * kinetic / hbar**2)**1.5 / (6 * pi**2)


def dos_per_spin(kinetic):
    return (2 * mass / hbar**2)**1.5 * np.sqrt(kinetic) / (4 * pi**2)


density_up = spin_density(fermi_energy - electron_zeeman / 2)
density_down = spin_density(fermi_energy + electron_zeeman / 2)
excess = density_down - density_up
contact_field = (2 * mu0 / 3) * (gamma_e * hbar / 2) * enhancement * excess
knight = contact_field / field
bulk_dos = dos_per_spin(fermi_energy)
local_dos = enhancement * bulk_dos
knight_formula = (mu0 / 3) * gamma_e**2 * hbar**2 * local_dos
assert abs(knight / knight_formula - 1) < 1e-6


def golden_rule_rates(temperature):
    """Rates for m = -1/2 to +1/2 and back, electron Zeeman energy included."""
    thermal = kB * temperature
    rates = []
    for spin, gain in ((1, nuclear_quantum), (-1, -nuclear_quantum)):
        energy = fermi_energy + thermal * x_grid
        n_initial = enhancement * dos_per_spin(energy - spin * electron_zeeman / 2)
        n_final = enhancement * dos_per_spin(energy + gain + spin * electron_zeeman / 2)
        occupation = expit(-x_grid) * expit(x_grid + gain / thermal)
        total = np.sum(n_initial * n_final * occupation) * dx * thermal
        rates.append(2 * pi / hbar * (A / 2)**2 * total)
    return rates


korringa = hbar / (4 * pi * kB) * (gamma_e / gamma_n)**2
temperatures = (300.0, 4.0, 0.005)
results = []
for T in temperatures:
    w_up, w_down = golden_rule_rates(T)
    T1 = 1 / (w_up + w_down)
    x = nuclear_quantum / (kB * T)
    correction = (x / 2) / np.tanh(x / 2)
    product = T1 * T * knight**2
    assert abs(product * correction / korringa - 1) < 1e-4
    results.append((T, w_up, w_down, T1, x, correction, product))
assert abs(results[0][6] / korringa - 1) < 1e-4
assert abs(results[1][6] / korringa - 1) < 1e-4
assert results[2][6] / korringa < 0.95

print("TESTS ON MODELS")
print(f"contact field / (mu0 M(0)), loop sum: {contact_factor:.6f}")
print(f"chain: number of sites: {sites}")
print(f"chain: central site energy / hopping: {site_energy:.2f}")
print(f"chain: chemical potential / hopping: {mu:.2f}")
print(f"chain: kB T / hopping: {temp:.3f}")
print(f"chain: relaxation rate, time growth / formula: {rate_chain / rate_formula:.5f}")
print(f"chain: shift, occupations / formula: {shift_chain / shift_formula:.5f}")
print(f"chain: T1 T K^2 / Korringa value: {product_chain * 4 * pi:.5f}")
print(f"chain: rate at Zeeman = 2 kB T / rate at zero: {rate_chain_zeeman / rate_chain:.5f}")
print(f"factor if electron Zeeman energy were absorbed: {wrong_zeeman_factor:.4f}")
print("I = 3/2: decay rate / (pi A^2 n^2 kB T / hbar) at three times: "
      + ", ".join(f"{r / pi:.5f}" for r in decay_rates))
print("WORKED EXAMPLE: INPUTS")
print(f"Fermi energy: {fermi_energy / eV:.2f} eV")
print(f"contact enhancement |psi(0)|^2 V: {enhancement:.0f}")
print(f"gamma_n/(2 pi): {gamma_n / (2 * pi) / 1e6:.2f} MHz/T")
print(f"gamma_e/(2 pi): {gamma_e / (2 * pi) / 1e6:.2f} MHz/T")
print(f"B0: {field:.1f} T")
print("WORKED EXAMPLE: SHIFT")
print(f"gamma_e/gamma_n: {gamma_e / gamma_n:.3f}")
print(f"electron density at B0 = 0: {2 * spin_density(fermi_energy) * 1e-27:.3f} nm^-3")
print(f"density of states per spin: {bulk_dos * eV * 1e-27:.4f} eV^-1 nm^-3")
print(f"local density of states n: {local_dos * eV * 1e-27:.3f} eV^-1 nm^-3")
print(f"electron Zeeman energy: {electron_zeeman / eV * 1e3:.4f} meV")
print(f"excess spin-down density: {excess * 1e-27:.4e} nm^-3")
print(f"contact field: {contact_field * 1e3:.4f} mT")
print(f"K from spin densities: {knight:.5e} = {knight * 100:.5f} percent")
print(f"K from formula: {knight_formula:.5e}")
print("WORKED EXAMPLE: RELAXATION")
print(f"hbar/(4 pi kB): {hbar / (4 * pi * kB):.5e} s K")
print(f"Korringa value of T1 T K^2: {korringa:.5e} s K")
print(f"T1 T from law and K: {korringa / knight**2:.4f} s K")
for T, w_up, w_down, T1, x, correction, product in results:
    print(f"T = {T:g} K: W up {w_up:.5e} s^-1, W down {w_down:.5e} s^-1")
    print(f"  T1 = {T1:.5e} s, T1 T = {T1 * T:.4f} s K")
    print(f"  nuclear quantum/kB T = {x:.4e}")
    print(f"  electron Zeeman/kB T = {electron_zeeman / (kB * T):.4e}")
    print(f"  (x/2) coth(x/2) = {correction:.6f}, T1 T K^2/law = {product / korringa:.6f}")
print("tests ok")
```

Printed output:

```
TESTS ON MODELS
contact field / (mu0 M(0)), loop sum: 0.666667
chain: number of sites: 1601
chain: central site energy / hopping: 0.80
chain: chemical potential / hopping: 0.50
chain: kB T / hopping: 0.050
chain: relaxation rate, time growth / formula: 1.00185
chain: shift, occupations / formula: 1.00089
chain: T1 T K^2 / Korringa value: 0.99992
chain: rate at Zeeman = 2 kB T / rate at zero: 1.00051
factor if electron Zeeman energy were absorbed: 1.3130
I = 3/2: decay rate / (pi A^2 n^2 kB T / hbar) at three times: 1.00021, 1.00013, 1.00007
WORKED EXAMPLE: INPUTS
Fermi energy: 5.00 eV
contact enhancement |psi(0)|^2 V: 100
gamma_n/(2 pi): 10.00 MHz/T
gamma_e/(2 pi): 28024.95 MHz/T
B0: 10.0 T
WORKED EXAMPLE: SHIFT
gamma_e/gamma_n: 2802.495
electron density at B0 = 0: 50.775 nm^-3
density of states per spin: 7.6162 eV^-1 nm^-3
local density of states n: 761.624 eV^-1 nm^-3
electron Zeeman energy: 1.1590 meV
excess spin-down density: 8.8274e-03 nm^-3
contact field: 6.8663 mT
K from spin densities: 6.86627e-04 = 0.06866 percent
K from formula: 6.86627e-04
WORKED EXAMPLE: RELAXATION
hbar/(4 pi kB): 6.07831e-13 s K
Korringa value of T1 T K^2: 4.77389e-06 s K
T1 T from law and K: 10.1258 s K
T = 300 K: W up 1.48137e+01 s^-1, W down 1.48135e+01 s^-1
  T1 = 3.37528e-02 s, T1 T = 10.1258 s K
  nuclear quantum/kB T = 1.5997e-05
  electron Zeeman/kB T = 4.4833e-02
  (x/2) coth(x/2) = 1.000000, T1 T K^2/law = 1.000000
T = 4 K: W up 1.97633e-01 s^-1, W down 1.97396e-01 s^-1
  T1 = 2.53146e+00 s, T1 T = 10.1258 s K
  nuclear quantum/kB T = 1.1998e-03
  electron Zeeman/kB T = 3.3625e+00
  (x/2) coth(x/2) = 1.000000, T1 T K^2/law = 1.000000
T = 0.005 K: W up 3.84054e-04 s^-1, W down 1.47074e-04 s^-1
  T1 = 1.88279e+03 s, T1 T = 9.4139 s K
  nuclear quantum/kB T = 9.5985e-01
  electron Zeeman/kB T = 2.6900e+03
  (x/2) coth(x/2) = 1.075622, T1 T K^2/law = 0.929695
tests ok
```
